**Thermal factors in electronic stopping and straggling**

For a heavy charge crossing thermal electrons in linear response, the mean loss per length depends on the loss function $L=\mathrm{Im}(-1/\varepsilon)$ at temperature $T$, with no separate Bose factor. The variance per length keeps the factor $\coth(\omega/2T)$, where $\omega$ is the energy transfer in atomic units and $T$ is an energy. The program asserts the corresponding results for the energy absorbed from one pulse: mean and second moment for an interacting fermion ring propagated in time under a moving potential, and mean and variance for a forced thermal oscillator. It also asserts that a direct Pauli-blocked collision integral reproduces the stopping and straggling formulas for a 0.1 keV proton in a hot electron gas. Further assertions cover the f-sum rule, a static dispersion relation, the slow-ion limit, the finite-mass correction, the weak-scattering limit of the phase shifts, and nuclear stopping against the published Ziegler–Biersack–Littmark fit. For that proton in aluminium's valence gas, the output shows 5.02 eV/nm at both 300 K and 10000 K, while the straggling rises from 8.41 to 11.55 eV²/nm. It also shows that nuclear straggling and scattering beyond first Born order are large for slow protons, so the example is not a prediction of measured values.

## Numerical check

```python
"""
Result under test: for an infinitely heavy charge Z1 = 1 moving at speed v through
thermal electrons, to second order in the charge (atomic units),
  dE/dx  = 2/(pi v^2) Int dq/q Int_0^{qv} dw w   L(q,w)
  dVar/dx = 2/(pi v^2) Int dq/q Int_0^{qv} dw w^2 L(q,w) coth(w/2T)
L = Im(-1/eps) is the loss function at temperature T (T is an energy),
q the wave number, w the energy transfer, u = w/q, mu the chemical potential,
kf the Fermi wave number. A finite ion mass M lowers dE/dx by
  1/(pi M v) Int dq q^2 L(q,qv) coth(qv/2T).
"""
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn, spherical_yn

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9            # nm
KELVIN = sc.k / sc.physical_constants["Hartree energy"][0]      # hartree per K
M_PROTON = sc.m_p / sc.m_e
M_ALUMINIUM = 26.98 * sc.atomic_mass / sc.m_e
STOP_UNIT = HARTREE / BOHR                                      # eV/nm
VAR_UNIT = HARTREE**2 / BOHR                                    # eV^2/nm


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def panels(edges, n):
    parts = [gauss(a, b, n) for a, b in zip(edges[:-1], edges[1:])]
    return (np.concatenate([p[0] for p in parts]),
            np.concatenate([p[1] for p in parts]))


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- finite-temperature electron gas in the RPA ----------
lattice_nm = 0.405
density = 12 / (lattice_nm / BOHR)**3
kf = (3 * np.pi**2 * density)**(1 / 3)
fermi = kf**2 / 2


def column(p, T, mu):
    """Occupation integrated over transverse energy at longitudinal momentum p."""
    return T * np.logaddexp(0, (mu - p**2 / 2) / T)


def chemical_potential(T):
    p, w = panels([0, kf, np.sqrt(2 * (fermi + 40 * T))], 200)
    return brentq(lambda m: w @ column(p, T, m) / np.pi**2 - density,
                  0.5 * fermi, 1.1 * fermi)


def hilbert(x, T, mu):
    """Principal-value transform of column(), as a thermal average of cold gases."""
    t = np.linspace(-18, 18, 361)
    t = t[mu + T * t > 0]
    weight = 1 / np.cosh(t / 2)**2
    weight /= weight.sum()
    total = np.zeros_like(x)
    for wt, k in zip(weight, np.sqrt(2 * (mu + T * t))):
        log = np.log((abs(x + k) + 1e-14) / (abs(x - k) + 1e-14))
        total += wt * (k * x + 0.5 * (k * k - x * x) * log)
    return total


def dielectric(q, u, T, mu):
    lo, hi = u - q / 2, u + q / 2
    real = 1 + 2 / (np.pi * q**3) * (hilbert(hi, T, mu) - hilbert(lo, T, mu))
    imag = 2 / q**3 * (column(lo, T, mu) - column(hi, T, mu))
    return real, imag


def loss(q, u, T, mu):
    real, imag = dielectric(q, u, T, mu)
    return imag / (real**2 + imag**2)


def q_grid(v, T, mu, n):
    top = 2 * np.sqrt(2 * (mu + 25 * T)) + 2 * v
    return panels([0, 2 * (kf - v), 2 * (kf + v), top], n)


def moments(v, T, mu, nq=80, nu=60):
    """Stopping, straggling, straggling with coth set to one."""
    q, wq = q_grid(v, T, mu, nq)
    u, wu = gauss(0, v, nu)
    Q, U = np.meshgrid(q, u, indexing="ij")
    L = loss(Q, U, T, mu)
    pre = 2 / (np.pi * v**2)
    stop = pre * wq @ (Q * U * L) @ wu
    bare = pre * wq @ (Q**2 * U**2 * L) @ wu
    full = pre * wq @ (Q**2 * U**2 * L / np.tanh(Q * U / (2 * T))) @ wu
    return stop, full, bare


def recoil_drop(v, T, mu, mass):
    q, wq = q_grid(v, T, mu, 100)
    f = q**2 * loss(q, np.full_like(q, v), T, mu) / np.tanh(q * v / (2 * T))
    return wq @ f / (np.pi * mass * v)


def speed(energy_ev):
    return np.sqrt(2 * energy_ev / HARTREE / M_PROTON)


temps = [300.0, 10000.0]
cold, hot = [t * KELVIN for t in temps]
mu_cold, mu_hot = chemical_potential(cold), chemical_potential(hot)
energies = [100.0, 1000.0, 10000.0]
v_slow = speed(energies[0])

# Dielectric function: f-sum rule and static dispersion relation.
q0 = 1.2
w, ww = gauss(0, 7, 500)
qq = np.full_like(w, q0)
fsum = ww @ (w * loss(qq, w / q0, hot, mu_hot))
fsum_ratio = fsum / (2 * np.pi**2 * density)
assert abs(fsum_ratio - 1) < 3e-3
imag = dielectric(qq, w / q0, hot, mu_hot)[1]
static = dielectric(np.array([q0]), np.array([0.0]), hot, mu_hot)[0][0]
assert close(1 + 2 / np.pi * ww @ (imag / w), static, 2e-3)

# ---------- interacting ring driven by a moving potential ----------
states = list(combinations(range(6), 3))
index = {s: i for i, s in enumerate(states)}
site_energy = np.array([0.0, 0.37, -0.21, 0.55, 0.13, -0.42])
H = np.zeros((20, 20), complex)
for s, i in index.items():
    H[i, i] = site_energy[list(s)].sum()
    H[i, i] += 1.5 * sum((j + 1) % 6 in s for j in s)
    for j in s:
        new = (j + 1) % 6
        if new not in s:
            k = index[tuple(sorted(set(s) - {j} | {new}))]
            H[k, i] -= np.exp(0.3j)
            H[i, k] -= np.exp(-0.3j)
level, vec = np.linalg.eigh(H)
dt = 0.01
times = np.arange(-18, 18, dt)
site_pot = np.exp(2 * np.cos(np.pi / 3 * (np.arange(6) - 2 * times[:, None])) - 2)
site_pot *= np.exp(-times[:, None]**2 / 18)
drive = np.array([site_pot[:, list(s)].sum(axis=1) for s in states]).T
strength = 0.003
step = expm(-1j * H * dt)
prob = np.zeros((20, 20))
for sign in (1, -1):          # averaging the signs removes the cubic term
    evolve = np.eye(20, dtype=complex)
    phases = np.exp(-1j * sign * strength * dt * drive)
    for phase in phases:
        evolve = step @ (phase[:, None] * evolve)
    prob += 0.5 * abs(vec.conj().T @ evolve @ vec)**2
gap = level[:, None] - level[None, :]
fourier = np.exp(1j * gap.reshape(-1, 1) * times) @ drive * dt
overlap = (vec.conj().T[:, None, :] * vec.T[None, :, :]).reshape(400, 20)
amp2 = strength**2 * abs((fourier * overlap).sum(axis=1).reshape(20, 20))**2
ring_T = 1.5
pop = np.exp(-(level - level[0]) / ring_T)
pop /= pop.sum()
ring_mean = (prob * gap * pop[None, :]).sum()
ring_second = (prob * gap**2 * pop[None, :]).sum()
dissipative = (pop[None, :] - pop[:, None]) * amp2     # commutator spectrum
mask = abs(gap) > 1e-9
g, d = gap[mask], dissipative[mask]
ring_mean_lr = 0.5 * (g * d).sum()
ring_second_lr = 0.5 * (g**2 * d / np.tanh(g / (2 * ring_T))).sum()
ring_second_bare = 0.5 * (g**2 * d * np.sign(g)).sum()
assert close(ring_mean, ring_mean_lr, 2e-3)
assert close(ring_second, ring_second_lr, 2e-3)
assert ring_second > 1.02 * ring_second_bare

# ---------- forced thermal oscillator: mean and true variance ----------
dim, alpha = 110, 0.4
lower = np.diag(np.sqrt(np.arange(1, dim)), 1)
jump = expm(alpha * (lower.T - lower))**2
number = np.arange(dim)
quanta = number[:, None] - number[None, :]
oscillator = []
for T in (0.2, 1.0, 3.0):
    p = np.exp(-number / T)
    p /= p.sum()
    mean = (jump * quanta * p).sum()
    var = (jump * quanta**2 * p).sum() - mean**2
    assert close(mean, alpha**2, 1e-6)
    assert close(var, alpha**2 / np.tanh(1 / (2 * T)), 1e-6)
    oscillator.append((T, mean, var))

# ---------- direct Pauli-blocked collision integral ----------
q, wq = q_grid(v_slow, hot, mu_hot, 70)
u, wu = panels([-v_slow, 0, v_slow], 30)
et, wt = gauss(0, mu_hot + 30 * hot, 160)
Q, U = np.meshgrid(q, u, indexing="ij")
initial = ((U - Q / 2)**2 / 2)[:, :, None] + et
final = initial + (Q * U)[:, :, None]
blocked = expit((mu_hot - initial) / hot) * expit((final - mu_hot) / hot)
structure = blocked @ wt / (2 * np.pi**2 * Q)
re, im = dielectric(Q, U, hot, mu_hot)
rate = 2 * np.pi * (4 * np.pi / Q**2)**2 * structure / (re**2 + im**2)
measure = wq[:, None] * wu * 2 * np.pi * Q**2 / v_slow / (2 * np.pi)**3
energy_flow = measure * rate * Q * U / v_slow
gross_loss = energy_flow[U > 0].sum()
gross_gain = -energy_flow[U < 0].sum()
direct_var = (measure * rate * (Q * U)**2).sum() / v_slow
slow_hot = moments(v_slow, hot, mu_hot)
assert close(gross_loss - gross_gain, slow_hot[0], 5e-3)
assert close(direct_var, slow_hot[1], 5e-3)

# Slow-ion limit: variance per length equals 2T times stopping.
tiny = moments(0.002, hot, mu_hot)
einstein = tiny[1] / (2 * hot * tiny[0])
assert abs(einstein - 1) < 2e-3


# ---------- finite ion mass, integrated without expansion ----------
def finite_mass_stop(v, T, mu, inverse_mass):
    q, wq = q_grid(v, T, mu, 80)
    u, wu = gauss(-v, v, 80)
    Q, U = np.meshgrid(q, u, indexing="ij")
    shifted = U - Q * inverse_mass / 2
    transfer = Q * shifted
    f = transfer * loss(Q, shifted, T, mu) / -np.expm1(-transfer / T)
    return 2 / (np.pi * v**2) * wq @ f @ wu


test_mass = 5 * M_PROTON
drop_direct = (finite_mass_stop(v_slow, hot, mu_hot, 0.0)
               - finite_mass_stop(v_slow, hot, mu_hot, 1 / test_mass))
drop_formula = recoil_drop(v_slow, hot, mu_hot, test_mass)
assert close(drop_direct, drop_formula, 0.02)
v_tiny = 0.002
classical = recoil_drop(v_tiny, hot, mu_hot, M_PROTON) / tiny[0]
assert close(classical, 3 * hot / (M_PROTON * v_tiny**2), 5e-3)

# ---------- electron scattering beyond first Born order ----------
kappa = np.sqrt(4 * kf / np.pi)


def transport_phase(charge):
    delta, r0, r1 = [], 1e-3, 16.0
    for l in range(9):
        def radial(r, y):
            pot = -2 * charge * np.exp(-kappa * r) / r
            return [y[1], (l * (l + 1) / r**2 + pot - kf**2) * y[0]]
        start = [1.0, (l + 1) / r0 - charge / (l + 1)]
        y = solve_ivp(radial, (r0, r1), start, method="DOP853",
                      rtol=1e-9, atol=1e-12).y[:, -1]
        x = kf * r1
        j, dj = spherical_jn(l, x), spherical_jn(l, x, True)
        n, dn = spherical_yn(l, x), spherical_yn(l, x, True)
        top = kf * (j + x * dj) * y[0] - x * j * y[1]
        bottom = kf * (n + x * dn) * y[0] - x * n * y[1]
        delta.append(np.arctan2(top, bottom))
    delta = np.array(delta)
    weight = np.arange(1, 9)
    return 4 * np.pi / kf**2 * (weight * np.sin(np.diff(delta))**2).sum()


def transport_born(charge):
    q, w = gauss(0, 2 * kf, 80)
    return np.pi / kf**4 * w @ (q**3 * (2 * charge / (q**2 + kappa**2))**2)


weak = 0.5 * (transport_phase(0.02) + transport_phase(-0.02))
assert close(weak, transport_born(0.02), 0.01)
nonlinear = transport_phase(1.0) / transport_born(1.0)


# ---------- nuclear collisions in the ZBL universal potential ----------
def nuclear(energy_ev):
    mass_sum = M_PROTON + M_ALUMINIUM
    lab = energy_ev / HARTREE
    cm = lab * M_ALUMINIUM / mass_sum
    length = 0.8854 / (1 + 13**0.23)
    coef = np.array([0.18175, 0.50986, 0.28022, 0.028171])
    decay = np.array([3.1998, 0.94229, 0.4029, 0.20162])

    def potential(r):
        r = np.asarray(r, float)
        return 13 / r * (np.exp(-r[..., None] * decay / length) @ coef)

    s, ws = gauss(0, 1, 80)
    root_b, wb = gauss(0, 1, 80)
    b_max = 30 * length
    stop = var = 0.0
    for z, wz in zip(root_b, wb):
        b = b_max * z**2
        r0 = brentq(lambda r: 1 - potential(r) / cm - (b / r)**2,
                    1e-7, b + 13 / cm, xtol=1e-14, rtol=1e-13)
        x = 1 - s**2
        inside = 1 - potential(r0 / x) / cm - (b * x / r0)**2
        angle = np.pi - 2 * b / r0 * ws @ (2 * s / np.sqrt(inside))
        transfer = (4 * M_PROTON * M_ALUMINIUM / mass_sum**2 * lab
                    * np.sin(angle / 2)**2)
        ring = 2 * np.pi * b * 2 * b_max * z * wz
        stop += ring * transfer
        var += ring * transfer**2
    atoms = density / 3
    return atoms * stop * STOP_UNIT, atoms * var * VAR_UNIT


def nuclear_fit(energy_ev):
    """Published ZBL fit for reduced nuclear stopping, result in eV/nm."""
    m1, m2 = M_PROTON * sc.m_e / sc.atomic_mass, 26.98
    screen = 1 + 13**0.23
    e = 32.53 * m2 * energy_ev / 1000 / (13 * (m1 + m2) * screen)
    reduced = np.log(1 + 1.1383 * e) / (
        2 * (e + 0.01321 * e**0.21226 + 0.19593 * np.sqrt(e)))
    return 0.8462 * 13 * m1 / ((m1 + m2) * screen) * reduced * 4 / lattice_nm**3


nuclear_results = [nuclear(e) for e in energies]
for e, result in zip(energies, nuclear_results):
    assert close(result[0], nuclear_fit(e), 0.10)   # the fit is good to some percent

# ---------- worked example and grid convergence ----------
table = {}
for e in energies:
    for kelvin, T, mu in zip(temps, (cold, hot), (mu_cold, mu_hot)):
        table[e, kelvin] = moments(speed(e), T, mu)
for kelvin, T, mu in zip(temps, (cold, hot), (mu_cold, mu_hot)):
    coarse = moments(v_slow, T, mu, 50, 40)
    assert all(close(a, b, 3e-3) for a, b in zip(coarse, table[100.0, kelvin]))

print(f"lattice constant (rough input): {lattice_nm:.3f} nm")
print(f"valence electron density: {density / BOHR**3:.1f} nm^-3")
print(f"density parameter r_s: {(3 / (4 * np.pi * density))**(1 / 3):.3f} bohr")
print(f"Fermi wave number: {kf:.4f} per bohr")
print(f"Fermi energy: {fermi * HARTREE:.2f} eV")
for kelvin, T, mu in zip(temps, (cold, hot), (mu_cold, mu_hot)):
    print(f"{kelvin:.0f} K: kT = {T * HARTREE:.4f} eV, mu = {mu * HARTREE:.3f} eV")
print(f"f-sum integral / exact value at q = {q0} per bohr: {fsum_ratio:.5f}")
print(f"ring temperature: {ring_T} hopping units")
print(f"ring mean energy, propagated: {ring_mean:.5e} hopping units")
print(f"ring mean energy, response:   {ring_mean_lr:.5e} hopping units")
print(f"ring second moment, propagated: {ring_second:.5e} hopping^2")
print(f"ring second moment, with coth:  {ring_second_lr:.5e} hopping^2")
print(f"ring second moment, coth = 1:   {ring_second_bare:.5e} hopping^2")
for T, mean, var in oscillator:
    print(f"oscillator kT = {T} quanta: mean {mean:.5f} quanta, "
          f"variance {var:.5f} quanta^2")
print("Electronic results, proton in aluminium valence gas:")
for (e, kelvin), (stop, full, bare) in table.items():
    print(f"{e / 1000:g} keV, {kelvin:.0f} K: dE/dx {stop * STOP_UNIT:.3f} eV/nm, "
          f"dVar/dx {full * VAR_UNIT:.3f} eV^2/nm, coth factor {full / bare:.5f}")
print(f"0.1 keV, 10000 K gross loss: {gross_loss * STOP_UNIT:.3f} eV/nm")
print(f"0.1 keV, 10000 K gross gain: {gross_gain * STOP_UNIT:.3f} eV/nm")
print(f"0.1 keV, 10000 K net loss: {(gross_loss - gross_gain) * STOP_UNIT:.3f} eV/nm")
print(f"0.1 keV, 10000 K direct dVar/dx: {direct_var * VAR_UNIT:.3f} eV^2/nm")
print(f"slow limit (v = 0.002 au): dVar/dx / (2kT dE/dx) = {einstein:.5f}")
print(f"recoil test, 5 proton masses: direct {drop_direct * STOP_UNIT:.5f} eV/nm, "
      f"formula {drop_formula * STOP_UNIT:.5f} eV/nm")
print("Size of neglected effects:")
for e, (sn, wn) in zip(energies, nuclear_results):
    v = speed(e)
    drop = recoil_drop(v, hot, mu_hot, M_PROTON) / table[e, 10000.0][0]
    print(f"{e / 1000:g} keV: v = {v:.4f} au, recoil lowers dE/dx at 10000 K "
          f"by {100 * drop:.4f} %")
    print(f"{e / 1000:g} keV: nuclear dE/dx {sn:.3f} eV/nm, "
          f"nuclear dVar/dx {wn:.3f} eV^2/nm")
    print(f"{e / 1000:g} keV: largest transfer to a cold free electron "
          f"{2 * v * (v + kf) * HARTREE:.2f} eV")
print(f"slow-ion friction, phase shifts / first Born: {nonlinear:.3f}")
print(f"rough aluminium L-shell binding (input): {70.0:.0f} eV")
assert 2 * speed(energies[-1]) * (speed(energies[-1]) + kf) * HARTREE < 70
print("all assertions hold")
```

Running it gives:

```
lattice constant (rough input): 0.405 nm
valence electron density: 180.6 nm^-3
density parameter r_s: 2.074 bohr
Fermi wave number: 0.9254 per bohr
Fermi energy: 11.65 eV
300 K: kT = 0.0259 eV, mu = 11.652 eV
10000 K: kT = 0.8617 eV, mu = 11.600 eV
f-sum integral / exact value at q = 1.2 per bohr: 1.00000
ring temperature: 1.5 hopping units
ring mean energy, propagated: 1.31190e-05 hopping units
ring mean energy, response:   1.31190e-05 hopping units
ring second moment, propagated: 5.11090e-05 hopping^2
ring second moment, with coth:  5.11090e-05 hopping^2
ring second moment, coth = 1:   3.67271e-05 hopping^2
oscillator kT = 0.2 quanta: mean 0.16000 quanta, variance 0.16217 quanta^2
oscillator kT = 1.0 quanta: mean 0.16000 quanta, variance 0.34623 quanta^2
oscillator kT = 3.0 quanta: mean 0.16000 quanta, variance 0.96887 quanta^2
Electronic results, proton in aluminium valence gas:
0.1 keV, 300 K: dE/dx 5.023 eV/nm, dVar/dx 8.412 eV^2/nm, coth factor 1.00000
0.1 keV, 10000 K: dE/dx 5.024 eV/nm, dVar/dx 11.546 eV^2/nm, coth factor 1.36764
1 keV, 300 K: dE/dx 16.070 eV/nm, dVar/dx 85.974 eV^2/nm, coth factor 1.00000
1 keV, 10000 K: dE/dx 16.046 eV/nm, dVar/dx 87.587 eV^2/nm, coth factor 1.01814
10 keV, 300 K: dE/dx 53.015 eV/nm, dVar/dx 936.291 eV^2/nm, coth factor 1.00000
10 keV, 10000 K: dE/dx 52.871 eV/nm, dVar/dx 934.780 eV^2/nm, coth factor 1.00030
0.1 keV, 10000 K gross loss: 6.571 eV/nm
0.1 keV, 10000 K gross gain: 1.546 eV/nm
0.1 keV, 10000 K net loss: 5.024 eV/nm
0.1 keV, 10000 K direct dVar/dx: 11.546 eV^2/nm
slow limit (v = 0.002 au): dVar/dx / (2kT dE/dx) = 1.00037
recoil test, 5 proton masses: direct 0.01996 eV/nm, formula 0.01998 eV/nm
Size of neglected effects:
0.1 keV: v = 0.0633 au, recoil lowers dE/dx at 10000 K by 1.9880 %
0.1 keV: nuclear dE/dx 2.633 eV/nm, nuclear dVar/dx 14.444 eV^2/nm
0.1 keV: largest transfer to a cold free electron 3.40 eV
1 keV: v = 0.2001 au, recoil lowers dE/dx at 10000 K by 0.5429 %
1 keV: nuclear dE/dx 2.734 eV/nm, nuclear dVar/dx 111.733 eV^2/nm
1 keV: largest transfer to a cold free electron 12.26 eV
10 keV: v = 0.6327 au, recoil lowers dE/dx at 10000 K by 0.1818 %
10 keV: nuclear dE/dx 1.139 eV/nm, nuclear dVar/dx 284.189 eV^2/nm
10 keV: largest transfer to a cold free electron 53.65 eV
slow-ion friction, phase shifts / first Born: 1.740
rough aluminium L-shell binding (input): 70 eV
all assertions hold
```
